# Spin-flip CIS for minimal-basis H2 and its missing spin partners: verification in Python

```python
"""Spin-flip CIS (SF-CIS) from a high-spin triplet determinant Phi.

Claims under test:
 * two electrons in two orbitals: SF-CIS equals full CI with M_S = 0;
 * with closed orbitals c or empty orbitals v beside the open pair o, the
   determinants c->o, o->v, c->v lack spin partners, and
   <S^2> = (x11+x22)^2 + w_CO + w_OV + 2 w_CV,
   |part of S^2 Psi outside the space|^2 = w_CO + w_OV + 4 w_CV.
Here x are amplitudes of a+(a,beta) a(i,alpha) Phi and w are class weights.
h: one-electron integrals, eri: (pq|rs). Orbitals are ordered c, o, v.
Energies in hartree, lengths in bohr.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, fci
from pyscf.fci import cistring

EV = physical_constants["Hartree energy in eV"][0]


def transform(h, eri, c):
    return c.T @ h @ c, np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, c, c, c, c,
                                  optimize=True)


def spin_flip_cis(h, eri, nc):
    """Derived matrix formula; returns E0, matrix with E0 included, pairs."""
    n, na = len(h), nc + 2
    coul = (np.einsum("pqkk->pq", eri[:, :, :na, :na])
            + np.einsum("pqkk->pq", eri[:, :, :nc, :nc]))
    fa = h + coul - np.einsum("pkkq->pq", eri[:, :na, :na, :])
    fb = h + coul - np.einsum("pkkq->pq", eri[:, :nc, :nc, :])
    e0 = 0.5 * (np.trace((h + fa)[:na, :na]) + np.trace((h + fb)[:nc, :nc]))
    pairs = [(i, a) for i in range(na) for a in range(nc, n)]
    m = np.zeros((len(pairs), len(pairs)))
    for r, (i, a) in enumerate(pairs):
        for s, (j, b) in enumerate(pairs):
            m[r, s] = ((i == j) * (a == b) * e0 + (i == j) * fb[a, b]
                       - (a == b) * fa[i, j] - eri[i, j, a, b])
    return e0, m, pairs


def full_ci(h, eri, nelec):
    """Dense full CI from the PySCF Hamiltonian action on unit vectors."""
    n = len(h)
    g = fci.direct_spin1.absorb_h1e(h, eri, n, nelec, 0.5)
    link = tuple(cistring.gen_linkstr_index_trilidx(range(n), k)
                 for k in nelec)
    shape = tuple(cistring.num_strings(n, k) for k in nelec)
    dim = shape[0] * shape[1]
    mat = np.zeros((dim, dim))
    for k in range(dim):
        unit = np.zeros(dim)
        unit[k] = 1.0
        mat[:, k] = fci.direct_spin1.contract_2e(
            g, unit.reshape(shape), n, nelec, link).ravel()
    e, v = np.linalg.eigh(0.5 * (mat + mat.T))
    return e, v, shape


# Determinants are bit masks: alpha orbital p is bit p, beta is bit p+n.
def act(operators, det):
    """Apply (create?, spin orbital) in the listed order; sign and result."""
    sign = 1
    for create, q in operators:
        bit = 1 << q
        if bool(det & bit) == create:
            return 0, 0
        if (det & (bit - 1)).bit_count() % 2:
            sign = -sign
        det ^= bit
    return sign, det


def determinant_hamiltonian(dets, h, eri):
    n = len(h)
    hs = np.kron(np.eye(2), h)
    big = np.zeros((2 * n,) * 4)
    for s in (slice(0, n), slice(n, 2 * n)):
        for t in (slice(0, n), slice(n, 2 * n)):
            big[s, s, t, t] = eri
    anti = big.transpose(0, 2, 1, 3) - big.transpose(0, 2, 3, 1)
    mat = np.zeros((len(dets), len(dets)))
    for y, ket in enumerate(dets):
        occ = [q for q in range(2 * n) if ket >> q & 1]
        for x, bra in enumerate(dets[:y + 1]):
            out = [q for q in occ if not bra >> q & 1]
            new = [q for q in range(2 * n)
                   if bra >> q & 1 and not ket >> q & 1]
            if len(out) == 0:
                val = sum(hs[q, q] for q in occ) + 0.5 * sum(
                    anti[q, r, q, r] for q in occ for r in occ)
            elif len(out) == 1:
                i, p = out[0], new[0]
                sign, _ = act([(False, i), (True, p)], ket)
                val = sign * (hs[p, i] + sum(anti[p, k, i, k] for k in occ))
            elif len(out) == 2:
                (i, j), (p, q) = out, new
                sign, _ = act([(False, i), (False, j), (True, q), (True, p)],
                              ket)
                val = sign * anti[p, q, i, j]
            else:
                val = 0.0
            mat[x, y] = mat[y, x] = val
    return mat


def ladder(vec, n, up):
    """S+ (up) or S- acting on a dictionary determinant -> coefficient."""
    res = {}
    for det, c in vec.items():
        for p in range(n):
            src, dst = (p + n, p) if up else (p, p + n)
            sign, new = act([(False, src), (True, dst)], det)
            if sign:
                res[new] = res.get(new, 0.0) + sign * c
    return res


def s_squared(vec, n):
    """S^2 = S- S+ for M_S = 0."""
    return ladder(ladder(vec, n, True), n, False)


def same_occupation(det, n):
    """All M_S = 0 determinants with the same spatial occupations."""
    alpha, beta = det & ((1 << n) - 1), det >> n
    double, single = alpha & beta, alpha ^ beta
    shells = [p for p in range(n) if single >> p & 1]
    res = []
    for ups in combinations(shells, len(shells) // 2):
        a = sum(1 << p for p in ups)
        res.append((double | a) | ((double | (single ^ a)) << n))
    return res


def flip_determinants(n, nc, pairs):
    ref = ((1 << (nc + 2)) - 1) | (((1 << nc) - 1) << n)
    flips = [act([(False, i), (True, a + n)], ref) for i, a in pairs]
    return ref, [f[0] for f in flips], [f[1] for f in flips]


def classes(pairs, nc):
    return np.array([("C" if i < nc else "O") + ("V" if a >= nc + 2 else "O")
                     for i, a in pairs])


def spin_data(x, n, signs, dets):
    """<S^2> and squared norm of S^2 Psi outside the SF space."""
    psi = {d: s * c for d, s, c in zip(dets, signs, x)}
    s2psi = s_squared(psi, n)
    mean = sum(c * s2psi.get(d, 0.0) for d, c in psi.items())
    leak = sum(c * c for d, c in s2psi.items() if d not in psi)
    return mean, leak


def rohf_integrals(atom, basis):
    mol = gto.M(atom=atom, basis=basis, unit="Bohr", spin=2, verbose=0)
    mf = scf.ROHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 200
    mf.kernel()
    assert mf.converged
    c = mf.mo_coeff[:, np.argsort(-mf.mo_occ, kind="stable")]
    n = c.shape[1]
    eri = ao2mo.restore(1, ao2mo.kernel(mol, c), n)
    return mol, mf, c, c.T @ mf.get_hcore() @ c, eri


# ---------------- minimal-basis H2 ----------------
hatom = gto.M(atom="H 0 0 0", basis="sto-3g", spin=1, verbose=0)
e_h = (hatom.intor("int1e_kin") + hatom.intor("int1e_nuc"))[0, 0]
u_aa = hatom.intor("int2e").reshape(-1)[0]
print("H2, STO-3G; energies in hartree, R in bohr")
print(f"2 E_H = {2*e_h:.6f} hartree; (AA|AA) = {u_aa:.6f} hartree")
print("R | RHF | ground singlet | triplet | singlet u | upper singlet g"
      " | weight of u^2")
worst = 0.0
shown = (0.7, 1.4, 3.0, 5.0, 10.0, 20.0)
for r in sorted(set(shown) | set(np.linspace(0.5, 12.0, 24))):
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {r}", basis="sto-3g", unit="Bohr",
                verbose=0)
    s = mol.intor("int1e_ovlp")
    h_ao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri_ao = mol.intor("int2e").reshape(2, 2, 2, 2)
    enuc = mol.energy_nuc()
    c = np.array([[1.0, 1.0], [1.0, -1.0]]) / np.sqrt(
        2 * np.array([1 + s[0, 1], 1 - s[0, 1]]))
    h, eri = transform(h_ao, eri_ao, c)
    e0, m, pairs = spin_flip_cis(h, eri, 0)
    roots = np.linalg.eigvalsh(m)
    w, v = np.linalg.eigh(s)
    exact = full_ci(*transform(h_ao, eri_ao, v / np.sqrt(w) @ v.T), (1, 1))[0]
    worst = max(worst, np.abs(roots - exact).max())
    kk, jgu = eri[0, 1, 0, 1], eri[0, 0, 1, 1]
    a = 2 * h[0, 0] + eri[0, 0, 0, 0]
    b = 2 * h[1, 1] + eri[1, 1, 1, 1]
    root = np.sqrt(((a - b) / 2) ** 2 + kk ** 2)
    low, high = (a + b) / 2 - root, (a + b) / 2 + root
    trip, sing = h[0, 0] + h[1, 1] + jgu - kk, h[0, 0] + h[1, 1] + jgu + kk
    assert np.allclose(np.sort([low, trip, sing, high]), exact, atol=1e-9)
    assert abs(trip - e0) < 1e-10
    block = m[np.ix_([1, 2], [1, 2])]          # u^2 and g^2 determinants
    wu = np.linalg.eigh(block)[1][0, 0] ** 2
    if r in shown:
        print(f"{r:4.1f} {a+enuc:.6f} {low+enuc:.6f} {trip+enuc:.6f} "
              f"{sing+enuc:.6f} {high+enuc:.6f} {wu:.4f}")
    if r == 1.4:
        keep = (h[0, 0], h[1, 1], eri[0, 0, 0, 0], eri[1, 1, 1, 1], jgu, kk,
                enuc)
        t = 0.4                                 # orbitals need not be g and u
        rot = np.array([[np.cos(t), np.sin(t)], [-np.sin(t), np.cos(t)]])
        turned = spin_flip_cis(*transform(h, eri, rot), 0)[1]
        assert np.allclose(np.linalg.eigvalsh(turned), exact, atol=1e-9)
    if r == 20.0:
        assert abs(low + enuc - 2 * e_h) < 1e-8
        assert abs(a + enuc - 2 * e_h - 0.5 * (u_aa - 1 / r)) < 1e-8
        print(f"RHF error at R = 20: {a+enuc-2*e_h:.6f} hartree")
assert worst < 1e-9
print(f"largest |SF-CIS - full CI|, all R and roots: {worst:.1e} hartree")
print("R = 1.4: h_g, h_u, J_gg, J_uu, J_gu, K, 1/R (hartree):")
print(" ".join(f"{q:.6f}" for q in keep))

# ---------------- H2 with empty orbitals, no closed shell ----------------
mol, mf, c, h, eri = rohf_integrals("H 0 0 0; H 0 0 1.4", "6-31g")
e0, m, pairs = spin_flip_cis(h, eri, 0)
e, x = np.linalg.eigh(m)
_, signs, dets = flip_determinants(len(h), 0, pairs)
s2 = spin_data(x[:, 0], len(h), signs, dets)[0]
exact = full_ci(h, eri, (1, 1))[0]
assert s2 > 1e-5 and e[0] > exact[0] + 1e-5
assert np.abs(e - e0).min() < 1e-8             # triplet partner stays exact
print("H2, 6-31G, R = 1.4 bohr (empty orbitals only), ground state:")
print(f"SF-CIS {e[0]+mol.energy_nuc():.6f}, full CI "
      f"{exact[0]+mol.energy_nuc():.6f} hartree; SF <S^2> = {s2:.5f}")

# ---------------- CH2: closed and empty orbitals ----------------
bond, angle = 2.0, 130.0
y, z = (bond * f(np.radians(angle / 2)) for f in (np.sin, np.cos))
mol, mf, c, h, eri = rohf_integrals(
    f"C 0 0 0; H 0 {y} {z}; H 0 {-y} {z}", "sto-3g")
n, nc = len(h), 3
nv = n - nc - 2
px = mol.search_ao_label("C 2px")[0]
assert np.isclose(np.abs(c[px, nc:nc + 2]).max(), 1.0, atol=1e-6)
e0, m, pairs = spin_flip_cis(h, eri, nc)
assert abs(e0 + mol.energy_nuc() - mf.e_tot) < 1e-8
ref, signs, dets = flip_determinants(n, nc, pairs)
sg = np.array(signs)
assert np.allclose(m, determinant_hamiltonian(dets, h, eri) * np.outer(sg, sg),
                   atol=1e-9)
kind = classes(pairs, nc)

print(f"CH2, STO-3G, CH = {bond} bohr, angle = {angle} degrees")
print(f"closed {nc}, open 2, empty {nv}; ROHF triplet {mf.e_tot:.6f} hartree")
expected = {"OO": {}, "CO": {2: 1}, "OV": {2: 1}, "CV": {2: 4, 3: 1}}
complete = set()
for det, k in zip(dets, kind):
    family = same_occupation(det, n)
    complete.update(family)
    ranks = {}
    for d in family:
        if d not in dets:
            rank = (ref & ~d).bit_count()
            ranks[rank] = ranks.get(rank, 0) + 1
    assert ranks == expected[k]
complete = sorted(complete)
assert len(dets) == (nc + 2) * (nv + 2)
assert len(complete) == 4 + 4 * nc + 4 * nv + 6 * nc * nv
missing = [(ref & ~d).bit_count() for d in complete if d not in dets]
print(f"determinants: SF {len(dets)}, completed {len(complete)}, missing "
      f"{len(missing)} (doubles {missing.count(2)}, triples "
      f"{missing.count(3)})")

# spin content of one c->v determinant
first = dets[list(kind).index("CV")]
fam = same_occupation(first, n)
s2fam = np.array([[s_squared({d: 1.0}, n).get(f, 0.0) for d in fam]
                  for f in fam])
ev, vec = np.linalg.eigh(s2fam)
parts = [sum(vec[fam.index(first), np.abs(ev - q) < 1e-8] ** 2)
         for q in (0, 2, 6)]
assert np.allclose(parts, [1 / 3, 1 / 2, 1 / 6])
print("c->v determinant, singlet/triplet/quintet weights: "
      + " ".join(f"{q:.4f}" for q in parts))

# spin formulas on all eigenvectors and on a random vector
e, x = np.linalg.eigh(m)
rand = np.random.default_rng(3).normal(size=len(dets))
o1, o2 = pairs.index((nc, nc)), pairs.index((nc + 1, nc + 1))
sf_s2 = []
for vec in list(x.T) + [rand / np.linalg.norm(rand)]:
    w = {k: np.sum(vec[kind == k] ** 2) for k in expected}
    mean, leak = spin_data(vec, n, signs, dets)
    assert abs(mean - (vec[o1] + vec[o2]) ** 2 - w["CO"] - w["OV"]
               - 2 * w["CV"]) < 1e-10
    assert abs(leak - w["CO"] - w["OV"] - 4 * w["CV"]) < 1e-10
    sf_s2.append(mean)

# couplings of the M_S = 0 partner S- Phi
partner = np.zeros(len(dets))
partner[[o1, o2]] = 1.0
lowered = ladder({ref: 1.0}, n, False)
assert np.allclose([s * lowered.get(d, 0.0) for s, d in zip(signs, dets)],
                   partner)
coupling = m @ partner
assert np.abs(coupling[(kind == "CO") | (kind == "OV")]).max() < 1e-5
for k in np.flatnonzero(kind == "CV"):
    i, a = pairs[k]
    direct = determinant_hamiltonian([dets[k]] + list(lowered), h, eri)[0, 1:]
    value = signs[k] * direct @ np.array(list(lowered.values()))
    assert abs(value + sum(eri[i, o, o, a] for o in (nc, nc + 1))) < 1e-9
big = np.abs(coupling[kind == "CV"]).max()
assert big > 1e-3 and (x[o1, 0] + x[o2, 0]) ** 2 / 2 > 0.5
assert e[0] < e0 - 1e-6
print(f"largest |<c->v|H|S- Phi>| = {big:.6f} hartree")
print(f"SF triplet partner minus reference = {e[0]-e0:.6f} hartree")

# spin-completed CI and full CI
hc = determinant_hamiltonian(complete, h, eri)
where = {d: k for k, d in enumerate(complete)}
s2c = np.zeros_like(hc)
for d, k in where.items():
    for f, val in s_squared({d: 1.0}, n).items():
        s2c[where[f], k] = val                 # KeyError if not closed
assert np.abs(hc @ s2c - s2c @ hc).max() < 1e-8
ec, xc = np.linalg.eigh(hc)
c_s2 = [v @ s2c @ v for v in xc.T]
ef, xf, shape = full_ci(h, eri, (nc + 1, nc + 1))
f_s2 = [fci.spin_op.spin_square(xf[:, k].reshape(shape), n,
                                (nc + 1, nc + 1))[0] for k in range(12)]
for k in range(4):
    assert min(abs(c_s2[k] - q) for q in (0, 2, 6)) < 1e-6
    assert e[k] >= ec[k] - 1e-9 and ec[k] >= ef[k] - 1e-9
print("SF-CIS: E - E_ref (hartree), <S^2>, weights OO CO OV CV")
for k in range(4):
    w = [np.sum(x[kind == q, k] ** 2) for q in ("OO", "CO", "OV", "CV")]
    print(f"{k+1}: {e[k]-e0:.6f} {sf_s2[k]:.5f} "
          + " ".join(f"{q:.5f}" for q in w))
print("completed CI, then full CI: E - E_ref (hartree), <S^2>")
for k in range(4):
    print(f"{k+1}: {ec[k]-e0:.6f} {abs(c_s2[k]):.5f} | "
          f"{ef[k]-e0:.6f} {abs(f_s2[k]):.5f}")
print("lowest singlet-like minus lowest triplet-like state:")
for name, en, sp in (("SF-CIS", e, sf_s2), ("completed CI", ec, c_s2),
                     ("full CI", ef, f_s2)):
    lo = next(k for k, q in enumerate(sp) if q < 1)
    hi = next(k for k, q in enumerate(sp) if 1 < q < 3)
    gap = en[lo] - en[hi]
    print(f"{name}: {gap:.6f} hartree = {gap*EV:.3f} eV")

# closed shells only: delete the empty orbitals
k = nc + 2
e0c, mcl, pcl = spin_flip_cis(h[:k, :k], eri[:k, :k, :k, :k], nc)
ecl, xcl = np.linalg.eigh(mcl)
_, scl, dcl = flip_determinants(k, nc, pcl)
s2cl = [spin_data(v, k, scl, dcl)[0] for v in xcl.T[:4]]
assert np.abs(ecl - e0c).min() < 1e-8          # partner exact again
assert max(min(abs(q - t) for t in (0, 2, 6)) for q in s2cl) > 1e-5
print("CH2 without empty orbitals, <S^2> of four lowest SF states:")
print(" ".join(f"{abs(q):.5f}" for q in s2cl))
print("ALL CHECKS PASSED")
```

Output:

```
H2, STO-3G; energies in hartree, R in bohr
2 E_H = -0.933164 hartree; (AA|AA) = 0.774606 hartree
R | RHF | ground singlet | triplet | singlet u | upper singlet g | weight of u^2
 0.7 -0.837130 -0.846326 0.419645 0.746336 2.064414 0.0032
 1.4 -1.116714 -1.137276 -0.531808 -0.169292 0.481138 0.0127
 3.0 -0.885275 -0.985157 -0.900675 -0.430440 -0.331819 0.1529
 5.0 -0.686416 -0.934889 -0.932272 -0.356806 -0.353220 0.4272
10.0 -0.595971 -0.933164 -0.933164 -0.258558 -0.258558 0.4998
20.0 -0.570861 -0.933164 -0.933164 -0.208558 -0.208558 0.5000
RHF error at R = 20: 0.362303 hartree
largest |SF-CIS - full CI|, all R and roots: 6.3e-15 hartree
R = 1.4: h_g, h_u, J_gg, J_uu, J_gu, K, 1/R (hartree):
-1.252797 -0.475602 0.674594 0.697495 0.663564 0.181258 0.714286
H2, 6-31G, R = 1.4 bohr (empty orbitals only), ground state:
SF-CIS -1.133755, full CI -1.151679 hartree; SF <S^2> = 0.01162
CH2, STO-3G, CH = 2.0 bohr, angle = 130.0 degrees
closed 3, open 2, empty 2; ROHF triplet -38.429843 hartree
determinants: SF 20, completed 60, missing 40 (doubles 34, triples 6)
c->v determinant, singlet/triplet/quintet weights: 0.3333 0.5000 0.1667
largest |<c->v|H|S- Phi>| = 0.069417 hartree
SF triplet partner minus reference = -0.003628 hartree
SF-CIS: E - E_ref (hartree), <S^2>, weights OO CO OV CV
1: -0.003628 1.99937 0.99565 0.00001 0.00018 0.00417
2: 0.067865 0.00044 0.99956 0.00006 0.00038 0.00000
3: 0.101070 0.01173 0.98974 0.00790 0.00145 0.00092
4: 0.210896 0.03222 0.96778 0.03084 0.00137 0.00000
completed CI, then full CI: E - E_ref (hartree), <S^2>
1: -0.008135 2.00000 | -0.041170 2.00000
2: 0.067638 0.00000 | 0.031193 0.00000
3: 0.095044 0.00000 | 0.063434 0.00000
4: 0.198280 0.00000 | 0.155000 0.00000
lowest singlet-like minus lowest triplet-like state:
SF-CIS: 0.071494 hartree = 1.945 eV
completed CI: 0.075772 hartree = 2.062 eV
full CI: 0.072363 hartree = 1.969 eV
CH2 without empty orbitals, <S^2> of four lowest SF states:
2.00000 0.00009 0.00781 0.03252
ALL CHECKS PASSED
```
